# The Hylleraas generating integral by perimetric coordinates, with a helium calculation

## First half: the integral

Q: Two electrons move about a nucleus, and you want to integrate an exponential in all three distances, divided by all three distances. The distance between the electrons depends on both positions. How can such an integral have a simple closed form?

A: Let us first fix what is to be calculated. The nucleus is at the origin, the electrons are at $\mathbf r_1$ and $\mathbf r_2$, and $r_{12}=|\mathbf r_1-\mathbf r_2|$. The integral is

$$G(a,b,c)=\int d^3r_1\int d^3r_2\,\frac{e^{-ar_1-br_2-cr_{12}}}{r_1r_2r_{12}},$$

with both positions ranging over all space. The parameters are real and have the dimension of an inverse length. I use Hartree atomic units, so lengths are in bohr and energies in hartree. For the moment take $a,b,c>0$; we can find the full range of convergence later.

The integrand depends on the shape and size of the triangle formed by the nucleus and the two electrons, but not on its orientation. Six coordinates can therefore be reduced to three.

Q: Then show me the reduction. I want to see where each angular factor comes from.

A: Hold $\mathbf r_1$ fixed and describe $\mathbf r_2$ by polar coordinates whose axis points along $\mathbf r_1$. Let $\theta$ be the angle between the two vectors. Then

$$d^3r_2=r_2^2\,dr_2\,d(\cos\theta)\,d\varphi .$$

Nothing in the integrand depends on the azimuth $\varphi$, so its integral gives $2\pi$. What remains does not depend on the direction of $\mathbf r_1$, so that direction gives $4\pi$. Together,

$$d^3r_1\,d^3r_2\longrightarrow 8\pi^2r_1^2r_2^2\,dr_1\,dr_2\,d(\cos\theta).$$

The arrow means that the three irrelevant angles have been integrated.

Q: You still have an angle, while the exponent contains $r_{12}$.

A: We exchange one for the other. The law of cosines says

$$r_{12}^2=r_1^2+r_2^2-2r_1r_2\cos\theta.$$

At fixed $r_1$ and $r_2$, differentiation gives

$$2r_{12}\,dr_{12}=-2r_1r_2\,d(\cos\theta),$$

and hence

$$|d(\cos\theta)|=\frac{r_{12}}{r_1r_2}\,dr_{12}.$$

The minus sign says that $r_{12}$ decreases as $\cos\theta$ increases. It is absorbed when we integrate from the smaller to the larger value of $r_{12}$. The volume element becomes

$$8\pi^2r_1^2r_2^2\,\frac{r_{12}}{r_1r_2}\,dr_1dr_2dr_{12}
=8\pi^2r_1r_2r_{12}\,dr_1dr_2dr_{12}.$$

Its three distance factors cancel the denominator of the integrand:

$$G=8\pi^2\int_{\triangle}e^{-ar_1-br_2-cr_{12}}\,dr_1dr_2dr_{12}.$$

Here $\triangle$ denotes the distances that can form a triangle, including flat triangles.

Q: So the singularities were harmless, but now the limits are awkward. Since $\cos\theta$ runs from $-1$ to $1$, I get $|r_1-r_2|\le r_{12}\le r_1+r_2$. The exponential factorizes, but the region does not.

A: That is the remaining difficulty. The limits are equivalent to three inequalities:

$$r_1\le r_2+r_{12},\qquad r_2\le r_1+r_{12},\qquad r_{12}\le r_1+r_2.$$

Each says that one side cannot exceed the sum of the other two. Use the three amounts by which the inequalities are satisfied as new coordinates:

$$x=r_2+r_{12}-r_1,\qquad y=r_1+r_{12}-r_2,\qquad z=r_1+r_2-r_{12}.$$

These are perimetric coordinates. Their sum is $x+y+z=r_1+r_2+r_{12}$, the perimeter of the triangle.

Q: Every triangle gives non-negative $x,y,z$. But does every non-negative choice give a triangle? Otherwise you would integrate over impossible shapes.

A: Add the definitions in pairs. In $y+z$ the terms $r_{12}$ and $r_2$ cancel, leaving $2r_1$. The other pairs work similarly, so

$$r_1=\frac{y+z}{2},\qquad r_2=\frac{x+z}{2},\qquad r_{12}=\frac{x+y}{2}.$$

If $x,y,z\ge0$, these distances are non-negative. Moreover,

$$r_2+r_{12}-r_1=x\ge0,$$

and the other two differences are $y$ and $z$. All triangle inequalities hold, so a triangle with those sides exists. The allowed region is therefore the whole octant $x,y,z\ge0$, and each coordinate can be integrated from zero to infinity independently.

There is also a geometric picture. Draw the circle inscribed in the triangle. The two tangent segments from a given vertex to the circle have equal length, and each side is the sum of the tangent lengths from its two ends. Comparing this with the inverse relations gives the tangent lengths $z/2$ at the nucleus, $y/2$ at electron 1 and $x/2$ at electron 2.

Q: A change of variables also changes the volume. What is the factor?

A: It is the magnitude of the determinant of the derivatives of the old coordinates with respect to the new ones:

$$\frac{\partial(r_1,r_2,r_{12})}{\partial(x,y,z)}
=\det\left[\frac12\begin{pmatrix}0&1&1\\1&0&1\\1&1&0\end{pmatrix}\right].$$

Taking $1/2$ out of each of the three rows gives $1/8$. Expansion along the first row then gives

$$\frac18\left[0(0-1)-1(0-1)+1(1-0)\right]=\frac28=\frac14.$$

Thus $dr_1dr_2dr_{12}=\frac14\,dx\,dy\,dz$.

Q: And does the exponential still factorize?

A: Yes, because the distances are linear in $x,y,z$. Substitute them and collect each coordinate:

$$\begin{aligned}
ar_1+br_2+cr_{12}
&=\frac{a(y+z)+b(x+z)+c(x+y)}2\\
&=\frac{(b+c)x+(c+a)y+(a+b)z}{2}.
\end{aligned}$$

Consequently,

$$G=2\pi^2
\int_0^\infty e^{-(b+c)x/2}dx
\int_0^\infty e^{-(c+a)y/2}dy
\int_0^\infty e^{-(a+b)z/2}dz.$$

The prefactor is $8\pi^2/4=2\pi^2$. For $s>0$, $\int_0^\infty e^{-st/2}dt=2/s$. The three integrals therefore contribute $2^3=8$ in the numerator, and

$$\boxed{G(a,b,c)=\frac{16\pi^2}{(a+b)(b+c)(c+a)}.}$$

The dimension is right: six powers of length from the volume elements and three inverse powers from the integrand leave a length cubed.

Q: The last step needed positive pair sums, not positive parameters. Are you telling me that $e^{-cr_{12}}$ may grow with distance?

A: Yes, provided that

$$a+b>0,\qquad b+c>0,\qquad c+a>0.$$

The integrand is positive, so the order of integration cannot alter the value, even if that value is infinite. The product then shows that these conditions are both sufficient and necessary.

For a negative $c$ we can also see the reason directly. Since $r_{12}\le r_1+r_2$,

$$e^{-cr_{12}}=e^{|c|r_{12}}\le e^{|c|r_1}e^{|c|r_2}.$$

The decay in $r_1$ and $r_2$ controls this growth if $a>|c|$ and $b>|c|$. Those are the conditions $c+a>0$ and $b+c>0$.

Take $a=1.3$, $b=0.7$ and $c=0.5$, all in inverse bohr. The pair sums are $2.0$, $1.2$ and $1.8$, so

$$G=\frac{16\pi^2}{2.0\times1.2\times1.8}
=\frac{16\pi^2}{4.32}=36.554\ \text{bohr}^3.$$

Changing $c$ to $-0.4$ makes the pair sums $2.0$, $0.3$ and $0.9$. Their product is $0.54$, and $G=292.43\ \text{bohr}^3$. It is larger but finite.

Q: What happens physically when a pair sum reaches zero?

A: Consider $b+c=0$. The coordinate $x$ is no longer damped. At fixed $y$ and $z$, increasing $x$ leaves $r_1$ fixed while $r_2$ and $r_{12}$ grow together. Electron 2 moves away, and the factors $e^{-br_2}$ and $e^{-cr_{12}}$ compensate each other. If instead $a+b=0$, the undamped coordinate is $z$: both electrons move away from the nucleus with their separation fixed.

We can find the rate of divergence for $b+c=0$, with the other two pair sums positive. Restrict the integral to $r_1+r_2\le R$. The inverse relations give

$$r_1+r_2=\frac{x+y}{2}+z,$$

so $x$ runs from zero to $2R-y-2z$ whenever this upper limit is positive. The truncated integral is

$$G_R=2\pi^2\int_{y+2z\le2R}(2R-y-2z)
e^{-(c+a)y/2-(a+b)z/2}\,dy\,dz,$$

where $y,z\ge0$. Differentiate with respect to $R$. The moving boundary contributes nothing, because the bracket vanishes there, and the bracket itself has derivative 2. As $R\to\infty$,

$$\frac{dG_R}{dR}\to4\pi^2\,\frac2{c+a}\,\frac2{a+b}
=\frac{16\pi^2}{(a+b)(c+a)}.$$

For $a=1.3$, $b=0.4$ and $c=-0.4$, the limiting slope is $16\pi^2/(1.7\times0.9)=103.21\ \text{bohr}^2$. Gaussian quadrature over $r_1$, $r_2$ and $\theta$ gives the same average slope, to these digits, between $R=20$ and $R=40$ bohr.

Q: I would still like to obtain the prefactor without using your triangle coordinates.

A: For positive $a,b,c$ we can use Fourier transforms. Averaging $e^{-i\mathbf k\cdot\mathbf r}$ over directions gives $\sin(kr)/(kr)$. Hence

$$\int d^3r\,\frac{e^{-ar}}r e^{-i\mathbf k\cdot\mathbf r}
=\frac{4\pi}{k}\int_0^\infty e^{-ar}\sin(kr)\,dr
=\frac{4\pi}{k^2+a^2}.$$

Write the factor in $r_{12}$ as an inverse transform. The integrals over $\mathbf r_1$ and $\mathbf r_2$ then separate, each giving a factor of the same form:

$$\begin{aligned}
G&=\int\frac{d^3k}{(2\pi)^3}
\frac{(4\pi)^3}{(k^2+a^2)(k^2+b^2)(k^2+c^2)}\\
&=32\pi\int_0^\infty
\frac{k^2\,dk}{(k^2+a^2)(k^2+b^2)(k^2+c^2)}.
\end{aligned}$$

The coefficient is $64\pi^3\times4\pi/(8\pi^3)=32\pi$. For distinct parameters, partial fractions in $k^2$ give the term

$$-\frac{a^2}{(b^2-a^2)(c^2-a^2)}\,\frac1{k^2+a^2}$$

and the two terms obtained by exchanging $a$ with $b$ or with $c$. Since $\int_0^\infty dk/(k^2+a^2)=\pi/(2a)$, putting the terms over a common denominator yields

$$\frac\pi2\,
\frac{a(b^2-c^2)+b(c^2-a^2)+c(a^2-b^2)}
{(a^2-b^2)(b^2-c^2)(c^2-a^2)}.$$

Multiplying out $(a-b)(b-c)(c-a)$ reproduces the numerator. The three differences cancel against the denominator, leaving

$$\frac{\pi}{2(a+b)(b+c)(c+a)}.$$

Multiplication by $32\pi$ recovers $16\pi^2$ in the numerator. Equal parameters follow by continuity.

Q: Does the answer also behave sensibly when $c$ is very large?

A: Then $e^{-cr_{12}}/r_{12}$ is concentrated where the electrons meet. Its integral over their relative position is $4\pi\int_0^\infty re^{-cr}dr=4\pi/c^2$. Setting $\mathbf r_2=\mathbf r_1$ in the remaining factors gives, to leading order,

$$G\simeq\frac{4\pi}{c^2}\int d^3r\,\frac{e^{-(a+b)r}}{r^2}
=\frac{16\pi^2}{(a+b)c^2}.$$

The closed formula has the same limit, since $(b+c)(c+a)\simeq c^2$.

## Second half: from one integral to helium

Q: Before you use the result, remind me what has been established.

A: The distances of the electrons from the nucleus are $r_1$ and $r_2$, and their separation is $r_{12}$. For positive pair sums,

$$G(a,b,c)=\int d^3r_1d^3r_2\,
\frac{e^{-ar_1-br_2-cr_{12}}}{r_1r_2r_{12}}
=\frac{16\pi^2}{(a+b)(b+c)(c+a)}.$$

Individual parameters may be zero or negative if the pair sums remain positive. Hartree atomic units are used throughout.

Q: A wave function will give me many integrals, with different powers of the distances. Must each be calculated afresh?

A: No. Differentiating the exponential with respect to $-a$ brings down one factor of $r_1$; $-b$ and $-c$ do the same for $r_2$ and $r_{12}$. For non-negative integers $l,m,n$, define

$$J(l,m,n)=\int d^3r_1d^3r_2\,
r_1^{l-1}r_2^{m-1}r_{12}^{n-1}
e^{-ar_1-br_2-cr_{12}}.$$

Then

$$J(l,m,n)=
\left(-\frac{\partial}{\partial a}\right)^l
\left(-\frac{\partial}{\partial b}\right)^m
\left(-\frac{\partial}{\partial c}\right)^nG.$$

This is why $G$ is called a generating integral.

Q: May the derivative be taken inside an integral over infinite space?

A: Yes, when the pair sums are positive. We can then lower all three parameters by a small $\delta>0$ and still have positive pair sums. Any power of a distance is bounded by a constant times $e^{\delta r}$ for that distance, apart from the inverse first powers already present in $G$. The differentiated integrands near the chosen parameters are thus bounded by one integrable function, which permits the exchange.

This also settles the case $c=0$, which we shall need. If $a,b>0$, a small interval of $c$ on both sides of zero lies inside the region of convergence.

Q: Give me a calculation in which these integrals do some work.

A: Take helium with a fixed point nucleus of charge $Z=2$, without relativistic effects. The Hamiltonian is

$$H=-\frac12\nabla_1^2-\frac12\nabla_2^2-\frac Z{r_1}-\frac Z{r_2}+\frac1{r_{12}}.$$

For the spatial part of a spin singlet, which is symmetric under exchange of the electrons, choose

$$\psi=(1+\kappa r_{12})e^{-\alpha(r_1+r_2)},\qquad \alpha>0.$$

The factor in brackets lets the amplitude depend on the separation of the electrons. A positive $\kappa$ favours larger separations relative to the plain exponential. We determine $\alpha$ and $\kappa$ by minimizing the expectation value of the energy.

Write $\psi=\phi_0+\kappa\phi_1$, with $\phi_i=r_{12}^i e^{-\alpha(r_1+r_2)}$ and $i=0,1$. Products of two basis functions contain $e^{-2\alpha(r_1+r_2)}$, so the integrals have $a=b=2\alpha$ and $c=0$. With $N=i+j$, the overlap is

$$S_{ij}=\int\phi_i\phi_j\,d^3r_1d^3r_2=J(1,1,N+1),$$

because $J(1,1,N+1)$ contains $r_1^0r_2^0r_{12}^N$. The potential energy follows in the same way:

$$V_{ij}=-Z[J(0,1,N+1)+J(1,0,N+1)]+J(1,1,N).$$

Q: The kinetic energy is less obvious. The derivatives act on $r_{12}$ as well as on the exponentials.

A: Integrate by parts to obtain products of first derivatives. The functions vanish at infinity. At a coalescence their gradients stay bounded, so the surface term on a small excluded sphere vanishes with the sphere's area. Exchange symmetry makes the contributions of the two electrons equal, and the factor $1/2$ cancels:

$$T_{ij}=\int\nabla_1\phi_i\cdot\nabla_1\phi_j\,d^3r_1d^3r_2.$$

Let $\hat{\mathbf r}_1=\mathbf r_1/r_1$ and $\mathbf n=(\mathbf r_1-\mathbf r_2)/r_{12}$. Since $\nabla_1r_1=\hat{\mathbf r}_1$ and $\nabla_1r_{12}=\mathbf n$,

$$\nabla_1\phi_i=
\left(i r_{12}^{i-1}\mathbf n-\alpha r_{12}^i\hat{\mathbf r}_1\right)
e^{-\alpha(r_1+r_2)}.$$

The scalar product of two such gradients is

$$\left[\alpha^2r_{12}^N+ijr_{12}^{N-2}
-\alpha Nr_{12}^{N-1}\hat{\mathbf r}_1\cdot\mathbf n\right]
e^{-2\alpha(r_1+r_2)}.$$

To express the remaining angle through distances, use $\mathbf r_1\cdot\mathbf r_2=(r_1^2+r_2^2-r_{12}^2)/2$:

$$\hat{\mathbf r}_1\cdot\mathbf n
=\frac{r_1^2-\mathbf r_1\cdot\mathbf r_2}{r_1r_{12}}
=\frac{r_1^2+r_{12}^2-r_2^2}{2r_1r_{12}}.$$

Reading off the powers gives

$$\begin{aligned}
T_{ij}={}&\alpha^2J(1,1,N+1)+ijJ(1,1,N-1)\\
&-\frac{\alpha N}{2}
[J(2,1,N-1)+J(0,1,N+1)-J(0,3,N-1)].
\end{aligned}$$

A term whose coefficient is zero is omitted.

Q: I can differentiate $G$ repeatedly, but that is a good way to lose a factor. Is there a safer way to evaluate the list?

A: Use a power series. Set $\alpha=1$ first, so $a=b=2$ and $c=0$. By Taylor's theorem, the coefficient of $u^lv^mw^n$ in $G(2-u,2-v,-w)$ is $J(l,m,n)/(l!\,m!\,n!)$. Put $u=2U$, $v=2V$ and $w=2W$. The three denominators become $4[1-(U+V)/2]$, $2(1-V-W)$ and $2(1-U-W)$, so

$$G=\frac{\pi^2}
{[1-(U+V)/2](1-V-W)(1-U-W)}.$$

The first factor has the expansion

$$\frac1{1-(U+V)/2}=\sum_{i,j\ge0}
\binom{i+j}{i}\frac{U^iV^j}{2^{i+j}}.$$

For the other two, expand in $V$ and $U$ while keeping $W$:

$$\frac1{(1-V-W)(1-U-W)}
=\sum_{p,q\ge0}\frac{U^pV^q}{(1-W)^{p+q+2}}.$$

The coefficient of $W^n$ in $(1-W)^{-(p+q+2)}$ is $\binom{p+q+n+1}{n}$. Setting $p=l-i$ and $q=m-j$, and restoring $2^{-(l+m+n)}$ from the change of variables, we obtain

$$\frac{J(l,m,n)}{\pi^2}=
\frac{l!\,m!\,n!}{2^{l+m+n}}
\sum_{i=0}^l\sum_{j=0}^m
\frac{\binom{i+j}{i}}{2^{i+j}}
\binom{l+m-i-j+n+1}{n}.$$

In this sum $i,j$ are summation indices, not labels of basis functions.

Q: Work out the values. I do not want matrices appearing from nowhere.

A: Write $[l,m,n]=J(l,m,n)/\pi^2$ at $\alpha=1$. For $l=m=1$ the four terms combine to

$$[1,1,n]=\frac{n!}{2^{n+2}}
\left[\binom{n+3}{3}+\binom{n+2}{2}+\frac{n+1}{2}\right].$$

For $n=0,1,2,3$ the square brackets are $5/2$, $8$, $35/2$ and $32$. The integrals are

$$[1,1,0]=\frac58,\quad [1,1,1]=1,\quad
[1,1,2]=\frac{35}{16},\quad [1,1,3]=6.$$

The second value says $S_{00}=\pi^2$, as it should: each electron contributes $\int e^{-2r}d^3r=\pi$. Similarly,

$$[0,1,n]=\frac{n!}{2^{n+1}}
\left[\binom{n+2}{2}+\frac{n+1}{2}\right],$$

which gives $[0,1,1]=1$, $[0,1,2]=15/8$ and $[0,1,3]=9/2$. Since $a=b$, $[1,0,n]=[0,1,n]$. The four integrals left in the kinetic energy are

$$\begin{aligned}
[2,1,0]&=\frac28\left(1+\frac12+\frac12+\frac14+\frac12+\frac38\right)=\frac{25}{32},\\
[0,3,0]&=\frac68\left(1+\frac12+\frac14+\frac18\right)=\frac{45}{32},\\
[2,1,1]&=\frac2{16}\left(5+2+2+\frac34+\frac32+\frac34\right)=\frac32,\\
[0,3,1]&=\frac6{16}\left(5+2+\frac34+\frac14\right)=3.
\end{aligned}$$

Divide all matrices by $S_{00}$. At $\alpha=1$ the overlaps are $S_{00}=1$, $S_{01}=35/16$ and $S_{11}=6$. The kinetic elements are $T_{00}=1$ and

$$\begin{aligned}
T_{01}&=\frac{35}{16}-\frac12\left(\frac{25}{32}+\frac{15}{8}-\frac{45}{32}\right)=\frac{25}{16},\\
T_{11}&=6+1-\left(\frac32+\frac92-3\right)=4.
\end{aligned}$$

With $Z=2$, the potential elements are

$$\begin{aligned}
V_{00}&=-4+\frac58=-\frac{27}{8},\\
V_{01}&=-4\times\frac{15}{8}+1=-\frac{13}{2},\\
V_{11}&=-4\times\frac92+\frac{35}{16}=-\frac{253}{16}.
\end{aligned}$$

Q: Those are for $\alpha=1$. How do you change the size of the atom?

A: Rescale every length by $1/\alpha$. After division by $S_{00}$, the elements of $S$, $T$ and $V$ acquire the factors $\alpha^{-N}$, $\alpha^{2-N}$ and $\alpha^{1-N}$. It is convenient to define $\lambda=\kappa/\alpha$, which is dimensionless. The energy is then

$$E=\frac{\alpha^2t(\lambda)+\alpha v(\lambda)}{s(\lambda)},$$

where

$$\begin{aligned}
s&=1+\frac{35}{8}\lambda+6\lambda^2,\\
t&=1+\frac{25}{8}\lambda+4\lambda^2,\\
v&=-\frac{27}{8}-13\lambda-\frac{253}{16}\lambda^2.
\end{aligned}$$

The linear coefficients are twice the off-diagonal elements, because both orders of the basis functions contribute.

First set $\kappa=0$. Then $E=\alpha^2-27\alpha/8$, with its minimum at $\alpha=27/16=1.6875$ and $E=-(27/16)^2=-2.84766$ hartree.

Q: Now let the electrons notice each other through $\kappa$.

A: At fixed $\alpha$, minimizing over the linear coefficients leads to the $2\times2$ generalized eigenvalue problem $(T+V)\mathbf d=ES\mathbf d$, where $\kappa=d_1/d_0$. I took its lower root and minimized it numerically over $1.4\le\alpha\le2.3$. The result is $\alpha=1.84968$ and $\kappa=0.36580$, both in inverse bohr.

You can follow the arithmetic from these values. Their ratio is $\lambda=0.19776$, which gives $s=2.0999$, $t=1.7744$ and $v=-6.5643$. Setting the derivative of $E$ with respect to $\alpha$ to zero gives

$$\alpha=-\frac v{2t}=\frac{6.5643}{2\times1.7744}=1.850,$$

and, on inserting this $\alpha$ into the energy,

$$E=-\frac{v^2}{4ts}
=-\frac{(6.5643)^2}{4\times1.7744\times2.0999}
=-2.891\ \text{hartree}.$$

With unrounded values the energy is $-2.89112$ hartree, or $-78.671$ eV. The condition $2\alpha t+v=0$ also means $2\langle T\rangle+\langle V\rangle=0$, so $E=-\langle T\rangle$. The two parts are $\langle T\rangle=2.89112$ and $\langle V\rangle=-5.78224$ hartree.

Q: How much did the extra term gain, and may I call that gain the correlation energy?

A: The energy fell by $0.04346$ hartree, about $1.5\%$ of the magnitude of the energy at $\kappa=0$. It is not the correlation energy. That quantity is measured from the Hartree–Fock limit, where the orbital is optimized without restriction, whereas our reference has a single exponential. By the variational principle, $-2.89112$ hartree is an upper bound to the ground-state energy of this Hamiltonian, not its value. The two-term function is far from converged at the digits shown: a basis of 34 symmetric terms, with powers of $r_1$, $r_2$ and $r_{12}$ up to total degree five, lowers the energy by $0.0126$ hartree to $-2.9037$ hartree. The Hartree–Fock limit lies at $-2.8617$ hartree, so our function recovers about $0.029$ of the roughly $0.042$ hartree of correlation energy.

Q: Does the fitted $\kappa$ at least remove the infinite repulsion when the electrons meet?

A: Only in part. Acting on a function of $r_{12}$ alone, the two kinetic operators give $-f''-2f'/r_{12}$. For $f=1+\kappa r_{12}$ this is $-2\kappa/r_{12}$. Near $r_{12}=0$, away from the nucleus, the singular part of $H\psi/\psi$ is therefore

$$\frac{1-2\kappa}{r_{12}}.$$

It would vanish at $\kappa=1/2$. Our value leaves $0.268/r_{12}$. The minimization weighs the energy over all configurations and does not impose this local condition.

Q: Can I use the same octant for three electrons?

A: Not by the same argument. A nucleus and three electrons have six mutual distances, and the triangle inequalities on the four faces do not guarantee that the points exist. Place the electrons at the corners of an equilateral triangle of side 1, and ask for a nucleus at distance $0.51$ from each. Every face obeys its triangle inequalities, since $0.51+0.51>1$. Yet a point equidistant from the three corners is at least $1/\sqrt3\approx0.577$ from them. The allowed region has a further constraint, so the factorization found for two electrons does not carry over.
